# Two proofs that 1/r is infinitesimally bounded by the Laplacian

## A family of states in which the result is visible

Atomic units are used: lengths in bohr, energies in hartree. The nucleus is a fixed point charge $Z>0$, and the Hamiltonian is

$$H=T+V,\qquad T=-\tfrac12\Delta,\qquad V=-\frac Zr .$$

The norm $\|\cdot\|$ is that of $L^2(\mathbb R^3)$. Take the normalized functions

$$\psi_s(\mathbf r)=\sqrt{\frac{s^3}{\pi}}\,e^{-sr},\qquad s>0 .$$

For $s=1$ the radial density is $4r^2e^{-2r}$, so

$$\Big\langle\frac1r\Big\rangle=4\int_0^\infty re^{-2r}dr=1,\qquad \Big\langle\frac1{r^2}\Big\rangle=4\int_0^\infty e^{-2r}dr=2 .$$

Since $\Delta e^{-r}=(1-2/r)e^{-r}$,

$$\|\Delta\psi_1\|^2=1-4\Big\langle\frac1r\Big\rangle+4\Big\langle\frac1{r^2}\Big\rangle=1-4+8=5 .$$

Squeezing the state by a factor $s$ multiplies $1/r$ by $s$ and $\Delta$ by $s^2$. Hence

$$\Big\|\frac{\psi_s}r\Big\|=\sqrt2\,s,\qquad \|\Delta\psi_s\|=\sqrt5\,s^2 .$$

A parabola outgrows a straight line however small its coefficient. For any $a>0$ the largest value of $\sqrt2s-a\sqrt5s^2$ occurs at $s=\sqrt2/(2a\sqrt5)$ and equals $1/(2\sqrt5\,a)$. Within this family, therefore,

$$\Big\|\frac{\psi_s}r\Big\|\le a\|\Delta\psi_s\|+\frac1{2\sqrt5\,a}\|\psi_s\| .$$

The coefficient of the Laplacian may be as small as desired; the price is a large but finite multiple of $\|\psi_s\|$. Physically, confinement raises the kinetic energy faster than it deepens the Coulomb attraction. It remains to show this for every state in the domain of $T$, not just for one family.

## The statement and the free operator

The Fourier transform is taken in its unitary form,

$$\hat\psi(\mathbf k)=(2\pi)^{-3/2}\int e^{-i\mathbf k\cdot\mathbf r}\psi(\mathbf r)\,d^3r ,$$

understood as an $L^2$ limit when the integral does not converge absolutely. The Sobolev space $H^2$ consists of all $\psi\in L^2$ with $k^2\hat\psi\in L^2$. On it $\Delta$ acts as multiplication by $-k^2$, so $\|\Delta\psi\|=\|k^2\hat\psi\|$.

The claim is that there is a number $\beta$ such that, for every $a>0$ and every $\psi\in H^2$,

$$\Big\|\frac\psi r\Big\|\le a\|\Delta\psi\|+\frac\beta a\|\psi\| .\tag{1}$$

This is infinitesimal boundedness: the first coefficient can be made arbitrarily small. The inequality has an equivalent form without $a$,

$$\Big\|\frac\psi r\Big\|^2\le M\|\psi\|\,\|\Delta\psi\|,\qquad M=4\beta .\tag{2}$$

To get (2) from (1), let $\psi\ne0$. Then $\Delta\psi\neq0$, because $k^2\hat\psi=0$ almost everywhere would force $\hat\psi=0$. Choosing $a=\sqrt{\beta\|\psi\|/\|\Delta\psi\|}$ makes the two terms in (1) equal, and their sum is $2\sqrt{\beta\|\psi\|\|\Delta\psi\|}$. Conversely, $2\sqrt{xy}\le x+y$ with $x=a\|\Delta\psi\|$ and $y=\beta\|\psi\|/a$ turns (2) into (1).

## First derivation: Fourier splitting

**Boundedness of the wave function.** Choose a wavenumber $K>0$ and split the integral of $|\hat\psi|$ there. Below $K$, Cauchy–Schwarz with the function 1 gives

$$\int_{k<K}|\hat\psi|\,d^3k\le\Big(\int_{k<K}d^3k\Big)^{1/2}\|\psi\|=\Big(\frac{4\pi K^3}3\Big)^{1/2}\|\psi\| .$$

Above $K$, write $|\hat\psi|=k^{-2}\,(k^2|\hat\psi|)$:

$$\int_{k>K}|\hat\psi|\,d^3k\le\Big(\int_K^\infty\frac{4\pi k^2}{k^4}dk\Big)^{1/2}\|\Delta\psi\|=\Big(\frac{4\pi}K\Big)^{1/2}\|\Delta\psi\| .$$

Thus $\hat\psi$ is integrable. The inverse transform then converges absolutely, and $\psi$ agrees almost everywhere with a bounded continuous function satisfying $\|\psi\|_\infty\le(2\pi)^{-3/2}\int|\hat\psi|d^3k$. The squared prefactors are

$$\frac1{8\pi^3}\frac{4\pi K^3}3=\frac{K^3}{6\pi^2},\qquad \frac1{8\pi^3}\frac{4\pi}K=\frac1{2\pi^2K},$$

so that

$$\|\psi\|_\infty\le\frac{K^{3/2}}{\pi\sqrt6}\|\psi\|+\frac1{\pi\sqrt{2K}}\|\Delta\psi\| .\tag{3}$$

**Splitting the potential.** Choose a radius $R>0$. Inside it $1/r$ is unbounded but square-integrable:

$$\int_{r<R}\frac{d^3r}{r^2}=\int_0^R4\pi\,dr=4\pi R .$$

Outside it $1/r\le1/R$. The triangle inequality for the inner and outer parts of $\psi/r$ gives

$$\Big\|\frac\psi r\Big\|\le\sqrt{4\pi R}\,\|\psi\|_\infty+\frac1R\|\psi\| .\tag{4}$$

**Choosing the two cuts.** Insert (3) into (4). The coefficients of $\|\Delta\psi\|$ and $\|\psi\|$ are

$$a=\frac{\sqrt{4\pi R}}{\pi\sqrt{2K}}=\sqrt{\frac{2R}{\pi K}},\qquad b=\frac1R+\frac{\sqrt{4\pi R}\,K^{3/2}}{\pi\sqrt6}=\frac1R+\sqrt{\frac{2RK^3}{3\pi}} .$$

At fixed $R$, $a$ tends to zero as $K\to\infty$. This already proves infinitesimal boundedness. For an explicit constant, fix $a$, which requires $K=2R/(\pi a^2)$. Then $RK^3=8R^4/(\pi^3a^6)$ and

$$b(R)=\frac1R+\frac{4R^2}{\sqrt3\,\pi^2a^3} .$$

This grows without limit as $R\to0$ and as $R\to\infty$. Its derivative vanishes at a single point:

$$-\frac1{R^2}+\frac{8R}{\sqrt3\,\pi^2a^3}=0\quad\Longrightarrow\quad R^3=\frac{\sqrt3\,\pi^2a^3}8,\qquad R=\frac{3^{1/6}\pi^{2/3}}2\,a .$$

There the second term of $b$ is $4R^3/(\sqrt3\pi^2a^3)=1/2$ times $1/R$, hence

$$b=\frac3{2R}=\frac\beta a,\qquad \beta=\frac{3^{5/6}}{\pi^{2/3}}\approx1.1646 .$$

This is (1), and (2) holds with $M=4\beta\approx4.658$.

## Second derivation: Hardy's inequality

The second route passes through the gradient instead of the maximum of $|\psi|$. Let $\varphi$ be smooth with compact support. Expanding a square that cannot be negative gives

$$0\le\Big\|\nabla\varphi+\frac{\mathbf r}{2r^2}\varphi\Big\|^2=\|\nabla\varphi\|^2+\frac14\Big\|\frac\varphi r\Big\|^2+\frac12\int\frac{\mathbf r}{r^2}\cdot\nabla|\varphi|^2d^3r .$$

In the last integral remove a ball of radius $\varepsilon$ and integrate by parts. The surface term is at most $\varepsilon^{-1}\cdot4\pi\varepsilon^2\max|\varphi|^2$ in magnitude and vanishes as $\varepsilon\to0$. In three dimensions $\nabla\cdot(\mathbf r/r^2)=3/r^2-2/r^2=1/r^2$. The integral is therefore $-\|\varphi/r\|^2$, and

$$0\le\|\nabla\varphi\|^2+\Big(\frac14-\frac12\Big)\Big\|\frac\varphi r\Big\|^2\quad\Longrightarrow\quad\Big\|\frac\varphi r\Big\|\le2\|\nabla\varphi\| .\tag{5}$$

To extend (5) to $\psi\in H^2$, multiply $\psi$ by a smooth cutoff $\chi(\mathbf r/n)$. The extra gradient term has norm at most $\mathrm{const}\cdot\|\psi\|/n$, so the cut functions converge to $\psi$ together with their gradients. Smoothing them by convolution with a narrow bump changes them and their gradients by as little as desired. This yields smooth compactly supported $\varphi_n$ with $\varphi_n\to\psi$ and $\nabla\varphi_n\to\nabla\psi$ in $L^2$. A subsequence converges almost everywhere, and Fatou's lemma gives

$$\Big\|\frac\psi r\Big\|^2\le\liminf_n\Big\|\frac{\varphi_n}r\Big\|^2\le4\|\nabla\psi\|^2 .$$

Cauchy–Schwarz in momentum space now brings in the Laplacian:

$$\|\nabla\psi\|^2=\int|\hat\psi|\;k^2|\hat\psi|\,d^3k\le\|\psi\|\,\|\Delta\psi\| .$$

Together these give (2) with $M=4$, and hence (1) with $\beta=1$. The conclusion is the same, with a somewhat smaller constant.

## From the bound to self-adjointness

**A criterion.** Let $A$ be symmetric on a dense domain $D$, and suppose that for some $\mu>0$ both $A+i\mu$ and $A-i\mu$ map $D$ onto $L^2$. Then $A$ is self-adjoint on $D$.

To see this, let $g$ lie in the domain of the adjoint $A^*$. Surjectivity provides $\varphi\in D$ with $(A-i\mu)\varphi=(A^*-i\mu)g$. Since $A^*$ extends $A$, the difference $h=g-\varphi$ obeys $(A^*-i\mu)h=0$. With the inner product conjugate-linear in its first entry, every $f\in D$ satisfies

$$0=\langle(A^*-i\mu)h,f\rangle=\langle h,(A+i\mu)f\rangle .$$

The vectors $(A+i\mu)f$ fill $L^2$, so $h=0$ and $g=\varphi\in D$. Thus $A^*$ has no larger domain than $A$.

The free operator $T$ is multiplication by the real function $k^2/2$, so it is symmetric on $H^2$. For any $g\in L^2$, the function $\hat g/(k^2/2\pm i\mu)$ is the transform of an element of $H^2$. Both ranges are full, and $T$ is self-adjoint on $H^2$.

**The Kato–Rellich argument.** Suppose $V$ is symmetric on $H^2$ and

$$\|V\psi\|\le\alpha\|T\psi\|+c\|\psi\|,\qquad \alpha<1 .$$

Symmetry of $T$ cancels the cross terms in

$$\|(T\pm i\mu)\varphi\|^2=\|T\varphi\|^2+\mu^2\|\varphi\|^2 .\tag{6}$$

Hence $\|T\varphi\|$ and $\mu\|\varphi\|$ are each at most $\|(T\pm i\mu)\varphi\|$, and

$$\|V(T\pm i\mu)^{-1}\|\le\alpha+\frac c\mu ,$$

which is below 1 for large enough $\mu$. Put $B_\pm=V(T\pm i\mu)^{-1}$. The series $\sum_n(-B_\pm)^n$ then converges to the inverse of $1+B_\pm$. On $H^2$,

$$H\pm i\mu=(1+B_\pm)(T\pm i\mu) .$$

The right factor maps $H^2$ onto $L^2$, and the left factor maps $L^2$ onto itself. By the criterion $H$ is self-adjoint, with domain $H^2$.

For the Coulomb potential, (1) shows that $V\psi\in L^2$ for $\psi\in H^2$. As $V$ is real, it is symmetric there. Since $\|\Delta\psi\|=2\|T\psi\|$, the constants are $\alpha=2aZ$ and $c=\beta Z/a$. The condition $\alpha<1$ reads $a<1/(2Z)$, and because $a$ is free it can be met for every nuclear charge. For $1/r$ this freedom reflects scaling: squeezing $\psi$ by a factor $s$ multiplies $\|\psi/r\|/\|\psi\|$ by $s$ and $\|\Delta\psi\|/\|\psi\|$ by $s^2$, so a bound with coefficients $(a,b)$ implies the bound with $(sa,\,b/s)$ for every $s>0$.

**A bound on the spectrum.** The product form (2) gives a sharper threshold. From (6) and $x^2+y^2\ge2xy$,

$$\|(T\pm i\mu)\varphi\|^2\ge2\mu\|T\varphi\|\|\varphi\|=\mu\|\Delta\varphi\|\|\varphi\| ,$$

so

$$\|V(T\pm i\mu)^{-1}\|\le Z\sqrt{\frac M\mu} .\tag{7}$$

Now replace $\pm i\mu$ by a real $\lambda>0$. The expansion of $\|(T+\lambda)\varphi\|^2$ has the additional term $2\lambda\langle\varphi,T\varphi\rangle\ge0$, so the same estimate holds. For $\lambda>MZ^2$ the operator $H+\lambda$ therefore has a bounded inverse defined on all of $L^2$. No point below $-MZ^2$ belongs to the spectrum:

$$H\ge-MZ^2 .\tag{8}$$

The atom cannot collapse to arbitrarily low energy.

## Numbers for Z = 1

Take $a=0.2$ bohr, for which $\alpha=0.4$. The Fourier derivation prescribes

$$R=0.2576,\qquad K=\frac{2(0.2576)}{\pi(0.2)^2}=4.100,\qquad b=\frac{1.16458}{0.2}=5.823,$$

in bohr, bohr$^{-1}$ and bohr$^{-1}$. A numerical minimization of $b$ at this $a$ gives the same 5.823.

Apply both splittings to the ground state $\psi_1$, with $\|\Delta\psi_1\|=\sqrt5=2.236$ bohr$^{-2}$. Its value at the nucleus is $0.564$ bohr$^{-3/2}$. Wavenumbers below $K$ contribute $0.396$, against a bound of $1.079$; those above contribute $0.169$, against $0.249$. The high-wavenumber estimate is the tighter one for this state.

In position space the part of $\psi_1/r$ inside $R$ has norm $0.897$ bohr$^{-1}$, with bound

$$\sqrt{4\pi(0.2576)}\,(1.079+0.249)\approx2.39 .$$

The outside part has norm $1.093$ bohr$^{-1}$, with bound $1/0.2576=3.88$. The two norms combine in quadrature to $\sqrt2=1.414$, while (1) allows

$$0.2(2.236)+5.823=6.270\ \text{bohr}^{-1} .$$

Part of this gap comes from the choice of $a$, which is not adapted to the state. With the best $a$, (2) allows $\sqrt{4.658\times2.236}\approx3.23$ bohr$^{-1}$, still more than twice the true value.

**How small could $M$ be?** Let $C$ be the smallest constant possible in (2). Dilation can make $\|\Delta\psi\|$ and $\|\psi\|$ numerically equal without changing the ratio, so $C$ is the supremum of

$$\frac{2\|\psi/r\|^2}{\|\Delta\psi\|^2+\|\psi\|^2} .$$

All three terms separate in angular momentum $l$, so $C$ is the largest of the separate suprema. With $u=r\psi$ for the radial part, Hardy's inequality for $l=0$ reads $\int|u'|^2dr\ge\frac14\int|u|^2/r^2dr$. For general $l$ the centrifugal term adds $l(l+1)$, and

$$\|\nabla\psi\|^2\ge\Big(l+\frac12\Big)^2\Big\|\frac\psi r\Big\|^2 .$$

Thus the constant for $l\ge1$ is at most $4/9$. The state $\psi_1$ already gives $2/\sqrt5=0.894$, so $s$ waves determine $C$. A basis of 24 Laguerre functions reaches $1.108$ for $l=0$, and 16 functions give the same four digits. Such a value bounds $C$ from below; Hardy's inequality bounds it from above by 4.

At $\mu=6$ hartree the Fourier constant in (7) gives $2\sqrt{1.16458/6}=0.881$, enough for the series to converge. The largest ratio found in the $l=0$ basis is $0.430$. The lower bound (8) is $-4.658$ hartree, or $-126.8$ eV, while the computed lowest energy is $-0.500$ hartree, or $-13.61$ eV. The estimate excludes collapse; it does not estimate the ground-state energy.

**What the domain excludes.** At $E=-10$ hartree, well below the bound, the radial equation

$$u''=\Big(20-\frac2r\Big)u$$

has a decaying solution on $r>0$, the Whittaker function $W_{\nu,1/2}(2r/\nu)$ with $\nu=1/\sqrt{20}$. It is square-integrable, with $\int u^2dr=0.133$ bohr. This does not contradict (8). Here $u(0)=0.839$, so $\psi$ behaves as $u(0)/r$ near the nucleus, whereas (3) makes every function in $H^2$ bounded. The failure also shows in the potential term: for a small cutoff $\varepsilon$,

$$\int_\varepsilon^\infty\frac{u^2}{r^2}dr\approx\frac{u(0)^2}\varepsilon .$$

With $u(0)^2=0.704$ this predicts $704$ and $7.04\times10^4$ bohr$^{-1}$ at $\varepsilon=10^{-3}$ and $10^{-5}$ bohr. The integrals are $714$ and $7.05\times10^4$. Solving the differential equation away from the origin is not enough to make an eigenfunction of $H$.

## What each derivation assumes

The Fourier derivation uses two facts about the potential: its singular part is square-integrable, and the remainder is bounded. If $V=V_1+V_2$ with $V_1\in L^2$ and $V_2$ bounded, (3) gives at once

$$\|V\psi\|\le\frac{\|V_1\|}{\pi\sqrt{2K}}\|\Delta\psi\|+\Big(\frac{K^{3/2}\|V_1\|}{\pi\sqrt6}+\|V_2\|_\infty\Big)\|\psi\| ,$$

and $K\to\infty$ makes the first coefficient vanish. Neither spherical symmetry nor a power law is needed. For a potential $r^{-p}$ with $p>0$ the requirement is

$$\int_0^R r^{2-2p}dr<\infty,\qquad\text{that is}\qquad p<\tfrac32 .$$

At $p\ge3/2$ the argument fails for a definite reason: $\psi_1$ belongs to $H^2$ and is nonzero at the origin, so $r^{-p}\psi_1$ is not in $L^2$. The potential is then not defined on all of $H^2$. This rules out the present construction, though not every other way of defining a Hamiltonian.

The Hardy derivation uses the specific strength of the singularity. It covers any potential with $|V|\le c_1/r+c_2$, but as written it does not reach $r^{-5/4}$, which the Fourier derivation handles. In return it asks less of the wave function: one square-integrable derivative suffices for $\psi/r\in L^2$, whereas (3) uses two.

Keeping the gradient also improves the energy bound. For normalized $\psi\in H^2$ let $g=\|\nabla\psi\|$. Cauchy–Schwarz and (5) give $\langle1/r\rangle\le\|\psi/r\|\le2g$, so

$$\langle\psi,H\psi\rangle\ge\frac{g^2}2-2Zg=\frac12(g-2Z)^2-2Z^2\ge-2Z^2 .$$

This is half the depth of the bound $-4Z^2$ obtained by passing Hardy's inequality through (2) and (8). That $4\beta$ exceeds 4 is not a price of the Fourier derivation's generality; it comes from the triangle inequality in (4). The inner and outer parts of $\psi/r$ have disjoint supports, so their norms add in quadrature: $\|\psi/r\|^2\le4\pi R\|\psi\|_\infty^2+\|\psi\|^2/R^2$. Scale $\psi$ so that $\|\psi\|=\|\Delta\psi\|=1$. Then (3) with $K^2=1/\sqrt3$ gives $\|\psi\|_\infty^2\le 8\cdot3^{1/4}/(9\pi^2)$, so $\|\psi/r\|^2\le AR+1/R^2$ with $A=32\cdot3^{1/4}/(9\pi)\approx1.49$. The choice $R^3=2/A$ makes this $3(A/2)^{2/3}$, so (2) holds with $M\approx2.46$, below Hardy's 4. Either one supplies what self-adjointness on $H^2$ requires.

## Computed results

```
beta = 1.16458 (dimensionless)
chosen a = 0.20 bohr
splitting radius R = 0.25760 bohr
splitting wavenumber K = 4.09990 1/bohr
b = beta/a = 5.82288 1/bohr
b from numerical minimization = 5.82288 1/bohr
1s: ||Lap psi|| = 2.23607 1/bohr^2
1s: psi(0) = 0.56419 bohr^(-3/2)
1s: low-k part of psi(0) = 0.39558, bound 1.07878 bohr^(-3/2)
1s: high-k part of psi(0) = 0.16861, bound 0.24856 bohr^(-3/2)
1s: ||psi/r|| inside R = 0.89736, bound 2.38817 1/bohr
1s: ||psi/r|| outside R = 1.09305, bound 3.88192 1/bohr
1s: ||psi/r|| = 1.41421 1/bohr
1s: a||Lap psi|| + b||psi|| = 6.27009 1/bohr
proved constant 4 beta = 4.65830 (dimensionless)
1s ratio ||psi/r||^2/(||psi|| ||Lap psi||) = 0.89443
largest ratio found, l = 0, 24 functions: 1.1076
largest ratio found, l = 1, 24 functions: 0.2348
largest ratio found, l = 2, 24 functions: 0.1037
largest ratio found, l = 0, 16 functions: 1.1076
mu = 6.0 hartree
||V(T+i mu)^-1||: proved bound 0.8811
||V(T+i mu)^-1||: largest found, l = 0: 0.4296
||V(T+mu)^-1||: largest found, l = 0: 0.3333
proved lower bound = -4.6583 hartree
proved lower bound = -126.76 eV
computed lowest energy = -0.500000 hartree
computed lowest energy = -13.606 eV
false solution: energy = -10.0 hartree
false solution: u(0), Whittaker normalization = 0.83904
false solution: integral of u^2 = 0.13286 bohr
false: integral u^2/r^2 beyond 1e-3 bohr = 7.1408e+02 1/bohr
false: integral u^2/r^2 beyond 1e-5 bohr = 7.0483e+04 1/bohr
```
